# Conductivity anisotropy of a layered metal with an open Fermi surface

## Problem

A layered metal has parabolic dispersion within its layers and weak hopping between them. In atomic units ($\hbar=e=m_e=1$) its band is

$$E(\mathbf k)=\frac{k_x^2+k_y^2}{2m}-2t\cos(k_zc),$$

where $m$ is the in-plane mass in electron masses, $t>0$ the interlayer hopping and $c$ the layer spacing. The Fermi energy $E_F$ is measured from the zero of this expression, so the band bottom lies at $-2t$. The electrons are degenerate, all states share one relaxation time $\tau$, and $E_F>2t$. Find $\sigma_{zz}/\sigma_{xx}$.

## A tempting solution, which is wrong

Expand the cosine about $k_z=0$:

$$-2t\cos(k_zc)\approx-2t+tc^2k_z^2 .$$

Comparison with $k_z^2/(2m_z)$ gives $m_z=1/(2tc^2)$. The Drude formula $\sigma_{ii}=n\tau/m_i$, with the same density $n$ and the same $\tau$ in both directions, then gives

$$\frac{\sigma_{zz}}{\sigma_{xx}}=\frac{m}{m_z}=2mtc^2\qquad\text{(wrong for }E_F>2t).$$

The units are right and the ratio vanishes with $t$, as it should. However, the Fermi energy is missing.

## Where the fault lies

Putting the band-bottom mass into the Drude formula assumes that every occupied state has that same inverse mass. Here the inverse mass along $z$ is

$$\frac{\partial^2E}{\partial k_z^2}=2tc^2\cos(k_zc).$$

It equals $2tc^2$ at $k_z=0$, vanishes at $k_zc=\pi/2$ and is negative beyond. When $E_F>2t$, states are occupied at every $k_z$, including those of negative mass, which oppose the response of the others. The tempting solution gives all of them the mass of the band bottom. The in-plane part is sound, because there the inverse mass is $1/m$ for every state.

## Correct solution

**Conductivity from the Boltzmann equation.** A weak uniform field $F$ along direction $i$ acts on carriers of charge $q$, with $q^2=1$. In the steady state, to first order in $F$, the change $\delta f$ of the equilibrium occupation $f_0$ obeys

$$qF\,\frac{\partial f_0}{\partial k_i}=-\frac{\delta f}{\tau}.$$

Since $f_0$ depends on $\mathbf k$ through the energy, $\partial f_0/\partial k_i=v_i\,\partial f_0/\partial E$ with $v_i=\partial E/\partial k_i$. Hence $\delta f=qF\tau v_i(-\partial f_0/\partial E)$. The current density is the sum of $qv_i\,\delta f$ over states, whose density with both spins is $2/(2\pi)^3=1/(4\pi^3)$. For a degenerate gas $-\partial f_0/\partial E\to\delta(E-E_F)$, so

$$\sigma_{ii}=\tau\int\frac{d^3k}{4\pi^3}\,v_i^2\,\delta(E-E_F).$$

The velocities are $v_x=k_x/m$ and $v_z=2tc\sin(k_zc)$.

**Integration within a layer.** Put $\theta=k_zc$, so that $dk_z=d\theta/c$ and $\theta$ runs from $-\pi$ to $\pi$. On the Fermi surface the in-plane kinetic energy is

$$w(\theta)=E_F+2t\cos\theta .$$

Because $E_F>2t$, this is positive for every $\theta$: the Fermi surface is a warped cylinder, open along $k_z$. With $\varepsilon=k_\parallel^2/(2m)$ and $k_\parallel dk_\parallel=m\,d\varepsilon$,

$$\int d^2k_\parallel\,\delta(\varepsilon-w)=2\pi m\int_0^\infty d\varepsilon\,\delta(\varepsilon-w)=2\pi m .$$

The result does not depend on $\theta$, so each slice of the cylinder carries the same density of states.

**In-plane conductivity.** Around the circle at fixed $\theta$, the average of $v_x^2$ is half of $k_\parallel^2/m^2=2w/m$, which is $w/m$. Therefore

$$\sigma_{xx}=\frac{\tau}{4\pi^3c}\int_{-\pi}^{\pi}d\theta\;2\pi m\,\frac{w(\theta)}{m}
=\frac{\tau}{2\pi^2c}\int_{-\pi}^{\pi}(E_F+2t\cos\theta)\,d\theta=\frac{\tau E_F}{\pi c}.$$

The cosine integrates to zero over the full period.

**Out-of-plane conductivity.** Here $v_z^2=4t^2c^2\sin^2\theta$, and $\int_{-\pi}^{\pi}\sin^2\theta\,d\theta=\pi$:

$$\sigma_{zz}=\frac{\tau}{4\pi^3c}\,2\pi m\,4t^2c^2\,\pi=\frac{2\tau mt^2c}{\pi}.$$

**Ratio.** Division gives

$$\boxed{\frac{\sigma_{zz}}{\sigma_{xx}}=\frac{2mt^2c^2}{E_F}}\qquad\text{or}\qquad\frac{2mt^2c^2}{\hbar^2E_F}\ \text{with }\hbar\text{ restored.}$$

Raising $E_F$ increases the mean square of $v_x$, which is $E_F/m$, but leaves the mean square of $v_z$ at $2t^2c^2$, so the ratio falls as $1/E_F$. Changing the sign of $t$ shifts $k_z$ by $\pi/c$ and changes neither conductivity.

**The mass argument repaired.** Since $v_z\,\partial f_0/\partial E=\partial f_0/\partial k_z$, the integrand $v_z^2(-\partial f_0/\partial E)$ equals $-v_z\,\partial f_0/\partial k_z$. Integrating by parts over one period in $k_z$, where the end terms cancel, gives

$$\sigma_{zz}=\tau\int\frac{d^3k}{4\pi^3}\,f_0\,\frac{\partial^2E}{\partial k_z^2}=n\tau\,2tc^2\,\langle\cos\theta\rangle_{\rm occ}.$$

The occupied disc at $\theta$ has area $\pi k_\parallel^2=2\pi mw(\theta)$, so the average over occupied states is weighted by $w$:

$$\langle\cos\theta\rangle_{\rm occ}=\frac{\int_{-\pi}^{\pi}\cos\theta\,(E_F+2t\cos\theta)\,d\theta}{\int_{-\pi}^{\pi}(E_F+2t\cos\theta)\,d\theta}=\frac{2\pi t}{2\pi E_F}=\frac{t}{E_F}.$$

The tempting solution had put 1 in place of this average. It is therefore too large by the factor $E_F/t$, which exceeds 2 throughout the open regime.

## When the Fermi surface is closed

For $-2t<E_F<2t$, $w(\theta)$ is positive only for $|\theta|<\theta_0$, where $\cos\theta_0=-E_F/(2t)$. The integrands are unchanged, but the limits become $\pm\theta_0$:

$$\int_{-\theta_0}^{\theta_0}\sin^2\theta\,d\theta=\theta_0-\sin\theta_0\cos\theta_0,\qquad
\int_{-\theta_0}^{\theta_0}w\,d\theta=2E_F\theta_0+4t\sin\theta_0 .$$

The ratio is $4mt^2c^2$ times the first integral divided by the second:

$$\frac{\sigma_{zz}}{\sigma_{xx}}=2mt^2c^2\,\frac{\theta_0-\sin\theta_0\cos\theta_0}{E_F\theta_0+2t\sin\theta_0}.$$

At $E_F=2t$, $\theta_0=\pi$ and the boxed result returns, with the value $mtc^2$. Near the band bottom $\theta_0$ is small. The numerator of the fraction tends to $2\theta_0^3/3$. With $E_F=-2t\cos\theta_0$, the denominator is $2t(\sin\theta_0-\theta_0\cos\theta_0)\to2t\theta_0^3/3$. The ratio then tends to $2mtc^2$: the tempting solution is correct for a nearly empty band, where the expansion of the cosine covers all occupied states.

## Numbers for a layered conductor

Take $m=0.4$, $t=0.08$ eV, $c=3.5$ Å, $E_F=0.6$ eV and $\tau=10$ fs. These are rough values in the regime of the σ hole sheets of MgB$_2$. For holes, energy is counted as increasing downward, so the band top takes the place of the band bottom and lies at $-2t$, while $E_F$ is still measured from the zero of the band expression. The derivation holds because the conductivity contains $q^2$. The condition is met, since $2t=0.16$ eV.

With $\hbar^2/m_e=7.62$ eV Å$^2$, $\hbar^2/m=19.05$ eV Å$^2$. The mean squares are

$$\langle(\hbar v_x)^2\rangle=19.05\times0.6=11.43\ \text{eV}^2\text{Å}^2,$$

$$\langle(\hbar v_z)^2\rangle=2\times0.08^2\times3.5^2=0.157\ \text{eV}^2\text{Å}^2 .$$

Their ratio is 0.0137, or about 1/73. Direct summation over three-dimensional $k$ space, with velocities from finite differences of the band, gives the same value. The tempting formula gives 0.103, larger by $E_F/t=7.5$. Measuring the Fermi energy from the band bottom (0.76 eV) and inserting it unchanged would give 0.0108.

Lowering $E_F$ to 0.08 eV, with the other parameters fixed, closes the surface. The closed-surface formula then gives 0.068, as does the $k$-space sum to that accuracy, while the boxed formula would give 0.103.

For two equal sheets the resistivities are 24.8 µΩ cm in plane and about 1800 µΩ cm along $c$.

## What the model leaves out

**Temperature and level width.** At any energy $E>2t$, the integrals above give an in-plane contribution proportional to $E$ and an out-of-plane contribution independent of $E$. Averaging over a window symmetric about $E_F$ therefore leaves the ratio unchanged, apart from the part of the window reaching below $2t$. At 400 K, with $\tau$ and the chemical potential fixed, the relative change is about $-2\times10^{-7}$.

The level width deserves a check because $\hbar/\tau=0.066$ eV is comparable with $t$, and the rms mean free path along $c$, 6.0 Å, is less than two layers. In the Kubo formula with a constant half-width $\hbar/(2\tau)$, fixed $E_F$ and no vertex corrections, the window is a squared Lorentzian. The relative change is $-6\times10^{-5}$. This does not cover scattering that varies with energy or direction.

**In-plane band shape.** A nearest-neighbour triangular lattice of spacing $a$ has energy proportional to $\sum_{\mathbf d}(1-\cos\mathbf k\cdot\mathbf d)$ over six neighbours. Since $\sum(\mathbf k\cdot\mathbf d)^2=3k^2a^2$ and $\sum(\mathbf k\cdot\mathbf d)^4=\tfrac94k^4a^4$, to fourth order

$$\varepsilon(k)=\frac{k^2}{2m}\left(1-\frac{k^2a^2}{16}\right),\qquad \frac{d\varepsilon}{dk}=\frac km\left(1-\frac{k^2a^2}{8}\right).$$

The smaller slope raises the density of states, and with it $\sigma_{zz}$, and lowers $\sigma_{xx}$. For $a=3.1$ Å, a rough value, and fixed $E_F$, the ratio rises by about 13%, to about 0.0155; at fixed carrier density the rise is about 17%. This illustrates the size of the effect and is not a calculation of the MgB$_2$ bands.

**Comparison with MgB$_2$ itself.** For the crystal as a whole, the assumption of a single kind of carrier fails severely. MgB$_2$ also has π bands, which conduct well in all directions. At fixed $\tau$, conductivity is proportional to the squared plasma energy. The model's σ sheets have 4.44 eV in plane and 0.52 eV along $c$. Representing the π bands by a rough isotropic 6 eV with the same $\tau$, and adding the parallel conductivities, gives

$$\frac{0.52^2+6^2}{4.44^2+6^2}=0.65 .$$

The π bands then carry about 99% of the $c$-axis current, and the estimated resistivities fall to 8.8 and 13.5 µΩ cm. If their relaxation time is five times shorter, the ratio is 0.28. Both estimates are far above 0.0137, which describes the model's σ sheets alone. They show the size of the π contribution and are not predictions for the crystal, because they depend on the isotropic input. In band calculations the π plasma energy is larger along $c$ than in plane. With values near 5.9 eV in plane and 6.9 eV along $c$ for π, and 4.1 and 0.7 eV for σ, the equal-$\tau$ ratio is about 0.9, and the σ sheets alone give about 0.03, twice the model value. The real σ sheets also differ from each other in mass. Within the model this changes nothing as long as they share $t$, $E_F$ and $\tau$: $\sigma_{xx}$ of a sheet is independent of $m$ and $\sigma_{zz}$ is proportional to $m$, so only the mean mass enters.

**Narrow conductors.** Let a film of thickness $d$ have diffuse walls, from which carriers leave without drift. For a state with velocity $v_\perp$ normal to the walls, the drift recovers as $1-e^{-s/\lambda}$ at distance $s$ from the wall it left, with $\lambda=|v_\perp|\tau$. Averaging over the thickness multiplies its contribution to the current by

$$\frac1d\int_0^d(1-e^{-s/\lambda})\,ds=1-\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right).$$

For $d=100$ Å and current in the layer plane, the σ sheets keep 95% of their bulk conductivity if the walls are parallel to the layers, and 72% if they are perpendicular. The difference comes from $v_\perp$, which is the small $v_z$ in the first case and an in-plane velocity in the second. For a film dominated by such sheets, with diffuse walls and equal $\tau$, layers parallel to the walls are the better orientation as long as the current runs along the film throughout. Current fed in through the top face must also cross the layers, where the bulk resistivity is about 73 times larger, and this can outweigh the gain even in a film many times longer than it is thick. These percentages do not include the π carriers of MgB$_2$.

The numerical output lists these values with their inputs.

## Calculated quantities

```
in-plane mass m = 0.4 electron masses
interlayer hopping t = 0.08 eV
layer spacing c = 3.5 angstrom
Fermi energy EF from band centre = 0.6 eV
relaxation time = 10.0 fs; number of sheets = 2
hbar^2/m_e = 7.6200 eV angstrom^2
2t = 0.16 eV; EF from band bottom = 0.76 eV
density per sheet = 0.00286 per angstrom^3
mean (hbar vx)^2 = 11.430 eV^2 angstrom^2
mean (hbar vz)^2 = 0.1568 eV^2 angstrom^2
ratio, formula = 0.013718
ratio, k-space sum = 0.013718
inverse ratio = 72.9
ratio if EF is misread from bottom = 0.01083
closed case EF = 0.08 eV, theta0 = 2.0944 rad
closed case, general formula = 0.06796
closed case, k-space sum = 0.06788
closed case, simple formula = 0.10289
closed case, general/simple = 0.661
sigma-sheet plasma energy in plane = 4.444 eV
sigma-sheet plasma energy along c = 0.520 eV
sigma-sheet resistivity in plane = 24.8 microohm cm
sigma-sheet resistivity along c = 1806 microohm cm
pi-band plasma energy (rough input) = 6.0 eV
sigma+pi ratio, equal tau = 0.651
sigma+pi ratio, pi tau 5 times shorter = 0.277
pi share of c-axis conductivity, equal tau = 0.9925
sigma+pi resistivity in plane = 8.78 microohm cm
sigma+pi resistivity along c = 13.49 microohm cm
in-plane lattice constant (rough input) = 3.1 angstrom
ratio with non-parabolic band = 0.01556
change from non-parabolicity = 13.4 %
temperature = 400 K; kT = 0.0345 eV
relative change of ratio from temperature = -2.4e-07
hbar/tau = 0.0658 eV; half-width = 0.0329 eV
relative change of ratio from broadening = -5.8e-05
in-plane mean free path at w=EF = 72.6 angstrom
rms mean free path along c = 6.02 angstrom
film thickness = 100 angstrom
film/bulk conductivity, walls parallel to layers = 0.946
film/bulk conductivity, walls perpendicular to layers = 0.722
```
